# Why the Constrained-RPA U Differs between d-Only, dp and d-dp Models

**Question.** Constrained RPA assigns to the same d shell one Hubbard $U$ in a d-only model, another in a dp model and a third in a d-dp model. Why do they differ, how much of the difference comes from the shape of the Wannier function and how much from the screening left out, and do these two causes compete?

**Answer.**

**The mechanism**

A model Hamiltonian will screen its own interaction when it is solved. Transitions that the model can make must therefore be left out when its $U$ is computed. The names of the models fix two choices: which d orbital carries $U$, and which transitions are left out.

- d-only: the orbital is the Wannier function of the d-like bands, which has tails on the p sites. Transitions within the d-like bands are left out.
- dp: the orbital is the compact d orbital of the full p+d space. All transitions within that space are left out, including those from p-like to d-like bands.
- d-dp: the orbital is the compact one, but the transitions left out are those of the d-only model.

The d-dp model thus differs from dp in screening alone, and from d-only in the orbital alone. This gives the exact decomposition

$$U_{dp}-U_{d}=\underbrace{(U_{dp}-U_{ddp})}_{\text{channel}}+\underbrace{(U_{ddp}-U_{d})}_{\text{localization}} .$$

Under the conditions found below, neither term is negative. Going from d-only to dp, the two causes therefore add. The competition lies inside the localization effect: a compact charge repels itself more strongly, but it can also be screened more strongly.

**The lattice and its bands**

Take a square lattice with one d orbital per cell, at energy $\Delta>0$, and one p orbital at energy zero on each bond between neighbouring d sites. The d orbital couples to its four p neighbours with amplitude $\pm t$, with opposite signs on opposite sides. For a lattice constant of one, the coupling to $p_x$ in $k$ space is $t(1-e^{-ik_x})$, of modulus $2t|s_x|$ with $s_x=\sin(k_x/2)$; the same holds for $y$. The d orbital therefore couples to one p combination with strength $h$, where $h^2=4t^2(s_x^2+s_y^2)$. The other combination stays at zero energy. The remaining two-level problem gives

$$E_\pm=\frac{\Delta}{2}\pm\sqrt{\frac{\Delta^2}{4}+h^2},\qquad \cos^2\theta_k=\frac12\left[1+\frac{\Delta}{\sqrt{\Delta^2+4h^2}}\right],$$

where $\cos^2\theta_k$ is the d weight of the upper, d-like band. The p-like bands are full; the d-like band has filling $f$ per spin.

Projecting the d orbitals on the d-like band and orthonormalizing them chooses the phase in which the d amplitude is $\cos\theta_k>0$. The resulting Wannier function $w$ has amplitude $\langle\cos\theta_k\rangle$ on its central d site and total p weight $\langle\sin^2\theta_k\rangle$, the brackets being averages over $k$.

**Screening with some transitions left out**

The interaction is taken as density-density, $v_{ij}$ between orbitals $i$ and $j$, static and positive definite. Screening by bands outside the p+d space is already contained in $v$. Hence $U_{dp}=v_{dd}$, the on-site element.

A potential $\phi_j$ changes an occupied state $b$ to first order by $\sum_a\psi_a\langle a|\phi|b\rangle/(E_b-E_a)$. The density change contains a factor 2 for spin and a factor 2 because either of the two wave functions in the density may change. For each pair, the terms with $a$ and $b$ exchanged combine through

$$\frac{f_b}{E_b-E_a}+\frac{f_a}{E_a-E_b}=-\frac{f_b-f_a}{E_a-E_b}.$$

With real orbitals, $a$ in the d-like band and $b$ in the p-like bands, the response $\delta n_i=\sum_j P_{r,ij}\phi_j$ is

$$P_{r,ij}=-4\sum_{a,b}\frac{f_b-f_a}{E_a-E_b}\,\psi_{ia}\psi_{ib}\psi_{ja}\psi_{jb}.$$

Since $f_b\ge f_a$ and $E_a>E_b$, the form $\phi^TP_r\phi=-4\sum_{a,b}\frac{f_b-f_a}{E_a-E_b}|\langle a|\phi|b\rangle|^2$ is never positive.

In RPA the density responds to the total potential. For an added charge distribution $q$ this means $\phi=vq+vP_r\phi$, so $\phi=W_rq$ with

$$W_r=(1-vP_r)^{-1}v,\qquad W_r^{-1}=v^{-1}-P_r .$$

Let $P_t$ be the response from transitions within the d-like band. The full interaction obeys $W^{-1}=v^{-1}-P_r-P_t=W_r^{-1}-P_t$. An RPA calculation that starts from the full matrix $W_r$, off-site elements included, and adds the missing transitions therefore recovers the same $W$.

The three values are now

$$U_{dp}=v_{dd},\qquad U_{ddp}=(W_r)_{dd},\qquad U_d=n^TW_rn,\qquad n_i=w_i^2 .$$

**Why the values are ordered**

*Channel.* Because $-P_r\ge0$, we have $A\equiv W_r^{-1}\ge B\equiv v^{-1}>0$ as matrices. Then $B^{-1/2}AB^{-1/2}\ge1$. Its inverse is $B^{1/2}A^{-1}B^{1/2}\le1$, so $A^{-1}\le B^{-1}$, that is, $W_r\le v$. The dd element gives $U_{ddp}\le U_{dp}$.

*Localization.* Since $W_r$ is positive definite, $\|n\|=\sqrt{n^TW_rn}$ is a norm. The $n_i$ are non-negative and sum to one, so the triangle inequality gives

$$\sqrt{U_d}=\|n\|\le\sum_i n_i\sqrt{(W_r)_{ii}}\le\max_i\sqrt{(W_r)_{ii}} .$$

If the d orbital has the largest on-site element of $W_r$, then $U_d\le U_{ddp}$. This condition is sufficient. It is not necessary. Without it the argument no longer fixes the sign, but the ordering can survive: with the other parameters of the example below and $v_{pp}=10$ eV, the on-site $W_r$ is 7.47 eV on p and 6.43 eV on d, yet $U_{ddp}-U_d$ is still $+1.61$ eV.

**What sets the two sizes: weak hybridization**

For $t\ll\Delta$, the Wannier function has amplitude $\pm t/\Delta$ on each of four p neighbours. Its density is $1-4t^2/\Delta^2$ on the central d site and $t^2/\Delta^2$ on each neighbour; weight on other d sites is of order $t^4$. Because $W_r-v$ is itself of order $t^2$, $v$ may replace $W_r$ in the localization term at leading order. Only the part linear in the displaced weight counts, and it enters twice because $n$ appears twice:

$$U_{ddp}-U_d\simeq2\cdot\frac{4t^2}{\Delta^2}(v_{dd}-v_{pd})=\frac{8t^2D}{\Delta^2},\qquad D=v_{dd}-v_{pd}.$$

For the channel term, expand $W_r\simeq v+vP_rv$. Let the d-like filling be uniform, which holds for an empty or full band, or when $kT$ greatly exceeds its width of about $8t^2/\Delta$. All pairs then share the factor $(1-f)/\Delta$, and the sum over $a$ and $b$ may be taken over local functions instead of Bloch states. On a bond with hopping sign $s=\pm1$ these are $d+s(t/\Delta)p$ and $p-s(t/\Delta)d$. Their product is $-st/\Delta$ on d and $+st/\Delta$ on p, so

$$\phi^TP_r\phi\simeq-\frac{4(1-f)t^2}{\Delta^3}\sum_{\text{bonds}}(\phi_d-\phi_p)^2 .$$

Screening thus responds to potential differences across p-d bonds. Let $v$ act on site and between nearest d and p only. A unit charge on one d site produces $v_{dd}$ there, $v_{pd}$ on its four p neighbours and zero elsewhere. Its four bonds each contribute $D^2$. Each p neighbour has one further bond, to an outer d site, contributing $v_{pd}^2$. Hence

$$U_{dp}-U_{ddp}\simeq\frac{16(1-f)t^2(D^2+v_{pd}^2)}{\Delta^3},\qquad \frac{\text{channel}}{\text{localization}}\simeq\frac{2(1-f)(D^2+v_{pd}^2)}{\Delta D}.$$

Both effects begin at order $t^2$ and vanish together as $t\to0$. Their ratio equals $2(1-f)(D/\Delta)(1+v_{pd}^2/D^2)$: it is set by the Coulomb difference $D$ compared with $\Delta$, by the empty fraction of the d-like band and, through the outer bonds, by $v_{pd}/D$.

**The numbers**

Take round model parameters: $\Delta=3$ eV, $t=1$ eV, $v_{dd}=8$ eV, $v_{pp}=4$ eV on site, $v_{pd}=1.5$ eV, $kT=0.1$ eV and a half-filled d-like band on $10\times10$ periodic cells. The Wannier function has weight 0.813 on its central d site and 0.186 on p. The results are

$$U_{dp}=8.000\ \text{eV},\qquad U_{ddp}=6.361\ \text{eV},\qquad U_d=4.645\ \text{eV}.$$

The on-site $W_r$ of a p orbital is 3.53 eV, below 6.36 eV, so the condition for the second ordering holds. The total difference of 3.355 eV divides into

$$8.000-6.361=1.639\ \text{eV (channel)},\qquad 6.361-4.645=1.716\ \text{eV (localization)}.$$

The two causes are nearly equal here, but the division depends on the route. One may change the orbital first, using $v$. The extended orbital has $n^Tvn=5.770$ eV, so localization is worth $8.000-5.770=2.230$ eV, and the channel, now acting on the extended charge, $5.770-4.645=1.125$ eV. The sum is the same. The difference between the routes measures the competition:

$$2.230-1.716=1.639-1.125=0.514\ \text{eV}.$$

Compactness gains 2.23 eV of unscreened repulsion, and stronger p-d screening takes back 0.51 eV of it. The sign of this difference is not fixed by the inequalities above and depends on $v$: for the extreme choice $v_{dd}=3$ eV, $v_{pp}=30$ eV, $v_{pd}=3$ eV it is $-0.24$ eV, and the extended charge is the more strongly screened one.

The bond formula suggests why. For the compact charge, the potential difference across a bond is $D=6.5$ eV. If the p weight of the extended charge is placed equally on the four neighbours, 0.0465 each, its potential is $0.813\cdot8+0.186\cdot1.5=6.78$ eV on d and $0.813\cdot1.5+0.0465\cdot4=1.41$ eV on p. The difference across an inner bond is 5.38 eV. On an outer d site the potential is $0.0465\cdot1.5=0.07$ eV, so the difference across an outer bond is 1.34 eV instead of 1.5 eV. The ratio of the bond sums, $(5.38^2+1.34^2)/(6.5^2+1.5^2)\approx0.69$, is close to the computed $1.125/1.639=0.69$. This is an estimate, since the bond formula belongs to weak hybridization.

That limit is far away at $t=1$ eV: the leading-order channel term would be $16\cdot0.5\cdot44.5/27\approx13$ eV, more than $v_{dd}$ itself. At $t=0.02$ eV both laws agree with the full calculation within 1%, and the computed ratio is 2.28. At $t=1$ eV the ratio has fallen to $1.639/1.716=0.96$.

On $8\times8$ cells, raising $t$ from 1.0 to 1.5 eV increases localization from 1.72 to 2.33 eV, while the channel term drops slightly, from 1.64 to 1.57 eV. A maximum of the channel term is to be expected. It grows as $t^2$ at first; for $t\gg\Delta$ the mixing saturates, while the energies of the empty upper half of the band grow as $t$, so $P_r$ falls as $1/t$.

Filling separates the two causes. With a full d-like band, p electrons have no empty states to enter: the channel term vanishes, $U_{ddp}=U_{dp}$, and localization keeps its unscreened value of 2.23 eV. With an empty band, the channel term is 3.25 eV and localization 1.25 eV.

**Which U belongs where**

The values are not competing estimates of one quantity; each belongs to its own Hamiltonian and orbital. In particular, $U_{ddp}$ already contains p-d screening. If $W_r$ is put into a calculation that lets all p+d transitions screen, the result obeys $W'^{-1}=W_r^{-1}-P_r-P_t=W^{-1}-P_r$, so p-d screening is counted twice and $W'\le W$. In the example, the static on-site value falls from 0.632 to 0.613 eV. That change is small, although the starting values $U_{dp}$ and $U_{ddp}$ differ by 1.64 eV, because the half-filled band is metallic and its own transitions already screen most of the interaction. The error is not small in general: with an empty d-like band, where $P_t=0$, the same double counting lowers the on-site value from 4.75 to 3.44 eV.

These numbers hold for static RPA, a finite-range interaction and a d-like band separated from the p-like bands. If the bands overlap, a further rule is needed to say which transitions count as d-like. The numerical check also compares the screening formula with the self-consistent Hartree response to a small test charge, for an empty and a half-filled band.

## Computed results

```
Level distance 3.0 eV, hopping 1.0 eV, kT 0.1 eV
v_dd 8.0 eV, v_pp 4.0 eV, v_pd 1.5 eV
Cells 10 x 10, filling per spin 0.5
Smallest eigenvalue of v: 1.310 eV
d-like band from 3.000 to 4.702 eV
Chemical potential: 3.996 eV
Wannier weight on central d: 0.8130
Wannier weight on all d: 0.8141
Wannier weight on all p: 0.1859
U(dp): 8.000 eV
U(d-dp): 6.361 eV
U(d-only): 4.645 eV
On-site W_r of p orbital: 3.531 eV
Total difference dp minus d-only: 3.355 eV
Route 1, channel, compact orbital: 1.639 eV
Route 1, localization with W_r: 1.716 eV
n.v.n of extended orbital: 5.770 eV
Route 2, localization with v: 2.230 eV
Route 2, channel, extended orbital: 1.125 eV
Localization gain lost to screening: 0.514 eV
Fully screened W on d orbital: 0.632 eV
W with p-d screening counted twice: 0.613 eV
8 x 8 cells: U(d-dp) 6.360 eV, U(d-only) 4.645 eV
Test charge on 4 x 4 cells, W on d orbital:
 filling 0: Hartree 4.7553 eV, RPA 4.7553 eV
 filling 0.5: Hartree 0.6162 eV, RPA 0.6162 eV
Hopping scan, 8 x 8 cells, filling 0.5 (energies in eV):
 t, p weight, U(d-dp), U(d-only), channel, localization
 0.25, 0.0252, 7.394, 7.097, 0.606, 0.297
 0.50, 0.0801, 6.712, 5.887, 1.288, 0.825
 1.00, 0.1859, 6.360, 4.645, 1.640, 1.716
 1.50, 0.2571, 6.431, 4.105, 1.569, 2.326
Filling scan, 8 x 8 cells, t = 1 eV (energies in eV):
 filling, U(d-dp), U(d-only), channel, localization
 0, 4.748, 3.496, 3.252, 1.253
 0.5, 6.360, 4.645, 1.640, 1.716
 1, 8.000, 5.770, 0.000, 2.230
Weak hopping t = 0.02 eV, 4 x 4 cells (energies in meV):
 filling, localization, its law, channel, its law, channel/local.
 0, 2.306, 2.311, 10.520, 10.548, 4.562
 0.5, 2.308, 2.311, 5.262, 5.274, 2.280
```
